\section*{Ewald energy of a periodic point charge in an anisotropic dielectric}

Before the formation energy of a charged defect in a high-permittivity oxide is taken from a supercell, one must decide how to remove the interaction between the defect and its periodic images. If the permittivity is a tensor, the decision includes whether a single averaged permittivity will do, and whether lengthening the cell in one direction brings the energy closer to that of an isolated defect. Both questions can be answered from the energy of a point charge repeated on a lattice in a uniform anisotropic dielectric.

Let a charge $qe$ sit at each lattice point $\mathbf R$ of a three-dimensional crystal with cell volume $V$. The medium responds linearly, with a relative permittivity tensor $\varepsilon$ that is real, symmetric, positive definite and the same everywhere. A lattice of equal charges has no periodic potential unless the cell is neutral, so a uniform background of charge $-qe/V$ per unit volume is added. Write the electrostatic potential as $\Phi=(qe/4\pi\epsilon_0)\,\phi$, where $\phi$ has the unit of inverse length. Gauss's law, $-\epsilon_0\nabla\cdot\varepsilon\nabla\Phi=\rho$, then becomes
\begin{equation}
\nabla\cdot\varepsilon\nabla\phi(\mathbf r)=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big].
\label{poisson}
\end{equation}
This fixes a periodic $\phi$ up to a constant. The constant is chosen so that the cell average of $\phi$ vanishes, which is the convention of a plane-wave calculation that omits the zero wavevector.

Because $\varepsilon$ is positive definite, it has a symmetric, invertible square root. Define new coordinates by $\mathbf x=\varepsilon^{-1/2}\mathbf r$. The chain rule gives $\nabla_r=\varepsilon^{-1/2}\nabla_x$, and therefore
\begin{equation}
\nabla_r\cdot\varepsilon\nabla_r
=\nabla_x\cdot\varepsilon^{-1/2}\,\varepsilon\,\varepsilon^{-1/2}\nabla_x
=\nabla_x^2 .
\end{equation}
The length of $\mathbf x$ is the transformed distance
\begin{equation}
s(\mathbf r)=|\mathbf x|=\sqrt{\mathbf r\cdot\varepsilon^{-1}\mathbf r}.
\end{equation}
The source changes too. Since $d^3r=\sqrt{\det\varepsilon}\,d^3x$ and a delta function must keep unit integral, $\delta(\mathbf r)=\delta(\mathbf x)/\sqrt{\det\varepsilon}$. The transformed cell has volume $V'=V/\sqrt{\det\varepsilon}$, so that $1/V=1/(V'\sqrt{\det\varepsilon})$. Both terms of the source carry the same factor, and with $\mathbf X=\varepsilon^{-1/2}\mathbf R$,
\begin{equation}
\phi(\mathbf r)=\frac{\psi(\mathbf x)}{\sqrt{\det\varepsilon}},\qquad
\nabla_x^2\psi=-4\pi\Big[\sum_{\mathbf X}\delta(\mathbf x-\mathbf X)-\frac1{V'}\Big].
\label{map}
\end{equation}
The problem is now that of unit charges in vacuum on a deformed lattice. For one charge without images or background, $\psi=1/|\mathbf x|$, and hence
\begin{equation}
\phi_{\rm iso}(\mathbf r)=\frac{1}{\sqrt{\det\varepsilon}\;s(\mathbf r)} .
\label{iso}
\end{equation}
Replacing $r$ by $s$ is thus half of the rule; the prefactor keeps the flux of the displacement field equal to the enclosed charge.

To sum over the lattice, split the vacuum potential with a positive parameter $\gamma$:
\begin{equation}
\frac1x=\frac{\operatorname{erfc}(\gamma x)}{x}+\frac{\operatorname{erf}(\gamma x)}{x}.
\end{equation}
The first part is short-ranged. The second, called $f(x)$, is smooth, and its source follows from the radial Laplacian:
\begin{equation}
\nabla_x^2 f=\frac1x\frac{d^2}{dx^2}\operatorname{erf}(\gamma x)
=\frac1x\frac{d}{dx}\frac{2\gamma}{\sqrt\pi}e^{-\gamma^2x^2}
=-4\pi\,\frac{\gamma^3}{\pi^{3/2}}e^{-\gamma^2x^2}.
\end{equation}
The function multiplying $-4\pi$ is a Gaussian of unit integral, with Fourier transform $e^{-G'^2/4\gamma^2}$. Since $\nabla_x^2$ becomes $-G'^2$, the transform of $f$ is $4\pi e^{-G'^2/4\gamma^2}/G'^2$. Repetition on the lattice divides this by $V'$ and leaves only reciprocal lattice vectors $\mathbf G'$. The background cancels the source at $\mathbf G'=0$, and the zero-average convention removes that component of the potential.

The short-range sum has a nonzero average, which must be subtracted. Integrating over one cell and summing over all charges is the same as integrating one term over all space:
\begin{align}
\frac1{V'}\int\frac{\operatorname{erfc}(\gamma x)}{x}\,d^3x
&=\frac{4\pi}{V'}\int_0^\infty x\operatorname{erfc}(\gamma x)\,dx\notag\\
&=\frac{4\pi}{V'}\,\frac{\gamma}{\sqrt\pi}\int_0^\infty x^2e^{-\gamma^2x^2}dx
=\frac{\pi}{V'\gamma^2}.
\label{average}
\end{align}
The second line is an integration by parts, whose boundary term vanishes; the remaining integral is $\sqrt\pi/(4\gamma^3)$. Hence
\begin{equation}
\psi(\mathbf x)=\sum_{\mathbf X}\frac{\operatorname{erfc}(\gamma|\mathbf x-\mathbf X|)}{|\mathbf x-\mathbf X|}
+\frac{4\pi}{V'}\sum_{\mathbf G'\ne0}\frac{e^{-G'^2/4\gamma^2}}{G'^2}e^{i\mathbf G'\cdot\mathbf x}
-\frac{\pi}{V'\gamma^2}.
\end{equation}

To return to the original coordinates, the phase must be unchanged: $\mathbf G'\cdot\mathbf x=\mathbf G\cdot\mathbf r$. This requires $\mathbf G'=\varepsilon^{1/2}\mathbf G$, so $G'^2=\mathbf G\cdot\varepsilon\mathbf G$. Distances contain the inverse tensor and wavevectors the tensor itself. Dividing by $\sqrt{\det\varepsilon}$ and using $V'\sqrt{\det\varepsilon}=V$ gives
\begin{align}
\phi(\mathbf r)={}&\sum_{\mathbf R}\frac{\operatorname{erfc}[\gamma s(\mathbf r-\mathbf R)]}{\sqrt{\det\varepsilon}\;s(\mathbf r-\mathbf R)}
\notag\\&+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\varepsilon\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\mathbf G}e^{i\mathbf G\cdot\mathbf r}
-\frac{\pi}{V\gamma^2}.
\label{phi}
\end{align}

The result cannot depend on $\gamma$. If two periodic, zero-average functions solve \eqref{poisson}, their difference $u$ obeys $\nabla\cdot\varepsilon\nabla u=0$. Multiplying by $u$ and integrating by parts over a cell, where periodicity cancels the surface terms, gives $\int\nabla u\cdot\varepsilon\nabla u\,d^3r=0$. Positive definiteness makes $u$ constant, and the zero average makes it zero.

The energy needs the potential at a charge due to everything except that charge's own isolated field. Subtract \eqref{iso} from \eqref{phi} and let $\mathbf r\to0$. In the term $\mathbf R=0$,
\begin{equation}
\frac{\operatorname{erfc}(\gamma s)-1}{s}=-\frac{\operatorname{erf}(\gamma s)}{s}\longrightarrow-\frac{2\gamma}{\sqrt\pi},
\end{equation}
because $\operatorname{erf}(z)\simeq2z/\sqrt\pi$ for small $z$. The limit is the same from every direction, and
\begin{align}
v={}&\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}[\gamma s(\mathbf R)]}{\sqrt{\det\varepsilon}\;s(\mathbf R)}
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-\mathbf G\cdot\varepsilon\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\mathbf G}
\notag\\&-\frac{2\gamma}{\sqrt{\pi\det\varepsilon}}-\frac{\pi}{V\gamma^2}.
\label{v}
\end{align}

The passage from $v$ to an energy is safest with a charge of finite width. Replace each point charge by $q$ times a normalized density $g$, and let $k=e^2/(4\pi\epsilon_0)$. The work of charging at fixed $\varepsilon$ is half the integral of charge times potential. The background adds nothing, since the potential averages to zero. The periodic energy per cell minus the energy of the same isolated density is therefore
\begin{equation}
\Delta U=\frac{kq^2}{2}\iint g(\mathbf r)g(\mathbf r')\,
(\phi-\phi_{\rm iso})(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\label{smear}
\end{equation}
The difference $\phi-\phi_{\rm iso}$ is smooth near the origin, so when $g$ shrinks to a point,
\begin{equation}
E=\tfrac12kq^2v .
\label{energy}
\end{equation}
This is the part of the supercell energy due to images and background. The correction to be added is $-E$.

Equation \eqref{smear} also shows what a point-charge correction leaves out. By inversion symmetry of the lattice, $\phi-\phi_{\rm iso}$ has no linear term at the origin, and its next term is quadratic in position. If all cell vectors are multiplied by $\lambda$, the function becomes $\lambda^{-1}(\phi-\phi_{\rm iso})(\mathbf r/\lambda)$, so $v$ falls as $1/\lambda$ and the quadratic coefficient as $1/\lambda^3$. For a rigid, localized charge in this dielectric, the leading remainder thus falls as the inverse volume at fixed cell shape. A real defect also needs a consistent alignment of its potential with that of the bulk, which \eqref{energy} does not supply.

The tensor must describe the response that the supercell calculation permits. With ions held at their perfect-crystal positions it is the electronic permittivity; with ions relaxed around the charge it is the static permittivity, including the ionic part. If the ions are frozen where they relaxed for another charge state, as in a vertical transition, their polarization remains and \eqref{energy} with either tensor alone is in general not sufficient. A gate stack with interfaces violates the assumption of uniform $\varepsilon$, and \eqref{v} does not apply to it.

Two limits connect the result to a cubic lattice. For unit charges in vacuum on a simple cubic lattice of edge $L$, $v=-\xi/L$ with $\xi=2.8373$. If $\varepsilon=\varepsilon_s\mathbf 1$, the transformed edge is $L/\sqrt{\varepsilon_s}$ and the prefactor in \eqref{map} is $\varepsilon_s^{-3/2}$. Their product gives
\begin{equation}
v=-\frac{\xi\sqrt{\varepsilon_s}}{L\,\varepsilon_s^{3/2}}=-\frac{\xi}{\varepsilon_sL},\qquad
E=-\frac{\xi kq^2}{2\varepsilon_sL}.
\end{equation}
If instead $\varepsilon$ is diagonal and the cell is rectangular with edges $L_i=\ell\sqrt{\varepsilon_i}$, the transformed lattice is simple cubic with edge $\ell$, and $v=-\xi/(\ell\sqrt{\det\varepsilon})$. A cell that looks elongated may therefore be electrostatically cubic, and a geometrically cubic cell may be electrostatically elongated.

For a general case take round model parameters: cell vectors $(10,0,0)$, $(0,11,0)$ and $(-2,0,12)$ in \AA, charge $q=+2$, and
\begin{equation}
\varepsilon=\begin{pmatrix}20&0&3\\0&25&0\\3&0&12\end{pmatrix},\qquad
\det\varepsilon=5775,\qquad \sqrt{\det\varepsilon}=75.993 .
\end{equation}
The volume is $1320$ \AA$^3$. At $\gamma=0.7$ \AA$^{-1}$ the four terms of \eqref{v}, in their order there and in units of $10^{-3}$ \AA$^{-1}$, add up to
\begin{equation}
0.663+1.192-10.394-4.857=-13.396 .
\end{equation}
At $\gamma=0.5$ \AA$^{-1}$ they are $3.331$, $0.217$, $-7.424$ and $-9.520$, with the same sum. The separate terms have no physical meaning; their sum has. With $k=14.3996$ eV\,\AA,
\begin{equation}
E=\tfrac12(14.3996)(2^2)(-0.013396)\ \text{eV}=-0.386\ \text{eV},
\end{equation}
and the correction is $+0.386$ eV. Doubling all three cell vectors halves the energy to $-0.193$ eV.

The energy was also obtained without transforming any distance. For spherical Gaussians of width $\sigma$ in the original coordinates, $g$ has the transform $e^{-\sigma^2G^2/2}$, with the ordinary $G^2$. Equation \eqref{poisson} is then solved for each wavevector separately, and
\begin{equation}
\frac{\Delta U}{kq^2}=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-\sigma^2G^2}}{\mathbf G\cdot\varepsilon\mathbf G}
-\frac{1}{4\pi^2}\int\frac{e^{-\sigma^2K^2}}{\mathbf K\cdot\varepsilon\mathbf K}\,d^3K .
\end{equation}
The integral is the isolated energy: it replaces the lattice sum by $V\int d^3K/(2\pi)^3$. Extrapolated to $\sigma=0$, this gives $-0.385793$ eV, equal to the Ewald value to all digits printed in the numerical output. Finite differences of \eqref{phi} also reproduce the background source $4\pi/V$ and the flux through a sphere around the charge.

Now multiply the third cell vector by a factor $m$ and keep the other two. Let $A$ be the area spanned by the first two vectors, $\mathbf n$ the unit normal to their plane, $D$ the spacing of successive charge planes at $m=1$, and $\varepsilon_{nn}=\mathbf n\cdot\varepsilon\mathbf n$. The potential averaged over planes contains the wavevectors $2\pi j\mathbf n/(mD)$ with integer $j\ne0$. Its value on a charge plane is
\begin{equation}
\frac{4\pi}{mAD}\sum_{j\ne0}\frac{m^2D^2}{4\pi^2j^2\varepsilon_{nn}}
=\frac{mD}{\pi A\varepsilon_{nn}}\,\frac{\pi^2}{3}
=m\,\frac{\pi D}{3A\varepsilon_{nn}}\equiv mp,
\label{planar}
\end{equation}
where $\sum_{j\ne0}j^{-2}=\pi^2/3$. All other components vary within the planes. In the transformed coordinates, a component with in-plane wavevector $\kappa\neq0$ obeys Laplace's equation between planes and decays from its own plane as $e^{-\kappa|z|}$. The influence of neighbouring planes through these components dies exponentially with $m$, while the contribution of the charge's own plane, less the isolated potential, does not depend on $m$. Hence
\begin{equation}
v(m)=c+mp+\text{exponentially small terms}.
\end{equation}

Here $D=12$ \AA, $A=110$ \AA$^2$ and $\varepsilon_{nn}=12$, so $p=\pi/330=0.00952$ \AA$^{-1}$. From $m=2$ to $m=4$ the Ewald value rises by $0.01904$ \AA$^{-1}$, which is $2p$. In energy the slope is $\tfrac12kq^2p=0.274$ eV per unit of $m$. Stretching this cell along one vector therefore does not lead to the isolated defect: the energy passes through zero near $m=2.4$ and then grows without limit. Multiplying all three cell vectors by a common factor, by contrast, makes $E$ fall as the inverse of that factor, by the scaling found above.

The same model shows what a scalar permittivity costs. The table gives $E$ in eV for the tensor, for the mean of its diagonal elements, $19$, and for the cube root of its determinant, $17.94$.
\begin{center}
\begin{tabular}{cccc}
$m$ & tensor & mean & cube root\\
1 & $-0.386$ & $-0.389$ & $-0.412$\\
2 & $-0.112$ & $-0.217$ & $-0.229$\\
4 & $0.437$ & $0.130$ & $0.137$
\end{tabular}
\end{center}
In the unstretched cell the mean errs by $0.003$ eV, under one per cent of the tensor energy. That agreement does not survive stretching along the third vector: at $m=2$ the scalar energies are about twice the tensor value, and at $m=4$ they are too low by about $0.3$ eV. Equation \eqref{planar} identifies the cause of the growing error. The slope depends on the permittivity along the plane normal, $12$, whereas the scalar models put $19$ or $17.94$ in its place and reduce the slope by the factors $12/19$ and $12/17.94$. A scalar that works in one supercell may therefore fail in another shape, and in an anisotropic medium the tensor expression is the safer choice when cells of different shapes are compared.

\section*{Calculated quantities}
\begin{verbatim}
Lattice vectors (angstrom):
   [10.  0.  0.]
   [ 0. 11.  0.]
   [-2.  0. 12.]
Relative permittivity tensor (no unit):
   [20.  0.  3.]
   [ 0. 25.  0.]
   [ 3.  0. 12.]
Inverse permittivity tensor (no unit):
     0.051948   0.000000  -0.012987
     0.000000   0.040000   0.000000
    -0.012987   0.000000   0.086580
Charge number q: +2
Coulomb factor k: 14.399645 eV angstrom
det eps: 5775.000; square root: 75.993421
Cell volume V: 1320.000 angstrom^3
Transformed volume: 17.369925 angstrom^3
Transformed vector lengths (angstrom): [2.27921 2.2     3.64674]
Terms of v in 1/angstrom; gamma in 1/angstrom
 gamma   direct       reciprocal   self         background   v
  0.5   0.00333091   0.00021734  -0.00742419  -0.00951998  -0.01339593
  0.7   0.00066325   0.00119183  -0.01039387  -0.00485713  -0.01339593
  1.0   0.00003705   0.00379540  -0.01484838  -0.00237999  -0.01339593
Lattice energy E: -0.385793 eV
Correction -E: 0.385793 eV
E by Gaussian route: -0.385793 eV
E in doubled cell: -0.192897 eV
div(eps grad phi): 0.009519978 angstrom^-3
4 pi/V: 0.009519978 angstrom^-3
Flux, sphere radius 1.5 angstrom: 12.4317839 (no unit)
Expected flux: 12.4317851 (no unit)
Size of cell-average potential: 4.8e-18 1/angstrom
Cubic lattice constant xi: 2.837297 (no unit)
Scalar replacements: mean 19.0000, det^(1/3) 17.9412
Energy E in eV for cells stretched along vector 3
 factor   tensor      mean        det^(1/3)
   1     -0.385793   -0.388938   -0.411892
   2     -0.111608   -0.216519   -0.229297
   4      0.436729    0.129799    0.137459
Planar part of v at factor 1: 0.00951998 1/angstrom
Rise of v, factor 2 to 4: 0.01903996 1/angstrom
Twice the planar part: 0.01903996 1/angstrom
\end{verbatim}
